# Steady solute profile in a blocked alloy line under electromigration

Suppose the copper dissolved in an aluminium interconnect is followed by its drift alone. The electron flow pushes it from the cathode end towards the anode end, and after one transit time the line is predicted to be empty of copper except for a spike at the anode. That prediction fails in a line whose ends pass no atoms, because the growing composition gradient drives a diffusion current backwards. A second error is possible even when diffusion is included: if the aluminium is blocked as well, it builds a stress gradient that also acts on the copper, and the bare wind force on copper then gives too steep a profile. Both points matter when one asks how much solute remains at the cathode end, where the metal is under tension.

Let the line occupy $0<x<L$, with the cathode at $x=0$ and the anode at $x=L$, so that electrons flow along $+x$. The temperature $T$, the current density $j$ and the resistivity $\rho$ are uniform. The algebra uses atomic units, in which the elementary charge is one; Boltzmann's constant $k$ is kept. The electric field has magnitude $\rho j$ and points along $-x$. The force on an atom is its effective valence $Z^*$ times the field, where $Z^*$ contains both the direct electrostatic force and the momentum transferred by scattered electrons. When this electron wind dominates, $Z^*$ is negative and the force points along $+x$:

$$F_B=|Z_B^*|\rho j,\qquad F_A=|Z_A^*|\rho j .$$

Here $B$ is the solute and $A$ the host. The solute is substitutional, with atomic fraction $c\ll1$, and moves by exchanging places with vacancies. The surroundings hold the crystal lattice at rest, and there are no voids or precipitates.

Consider neighbouring sites $i$ and $i+1$, a distance $a$ apart along $x$, under stresses $\sigma_i$ and $\sigma_{i+1}$, with tension positive. Write $\Delta\sigma=\sigma_{i+1}-\sigma_i$. Replacing a host atom of volume $\Omega_A$ by a solute atom of volume $\Omega_B$ expands the crystal by $\Omega_B-\Omega_A$, which lowers the energy by $(\Omega_B-\Omega_A)\sigma$. Around a vacancy the neighbours relax inwards by a volume $r$, which raises the energy by $r\sigma$. With the solute at $i$ and the vacancy at $i+1$, the stress-dependent energy is

$$E_1=-(\Omega_B-\Omega_A)\sigma_i+r\sigma_{i+1},$$

and after the exchange it is

$$E_2=-(\Omega_B-\Omega_A)\sigma_{i+1}+r\sigma_i .$$

Subtracting gives

$$E_1-E_2=(\Omega_B-\Omega_A+r)\Delta\sigma .$$

The forward and backward exchanges pass over the same saddle point, so its energy cancels from the ratio of their rates $w_+$ and $w_-$. The force does work $F_Ba$ over the whole jump, however that work is divided between the two sides of the saddle. Hence

$$\frac{w_+}{w_-}=\exp\frac{E_1-E_2+F_Ba}{kT}.$$

The number of vacancies also depends on stress. Creating one by moving a host atom to a grain boundary expands the crystal by $\Omega_A-r$. If vacancies are in local equilibrium with the stress, their site fraction obeys

$$\frac{v_{i+1}}{v_i}=\exp\frac{(\Omega_A-r)\Delta\sigma}{kT}.$$

A forward jump needs a solute atom at $i$ and a vacancy at $i+1$; a backward jump needs the reverse. The net jump rate vanishes when $c_iv_{i+1}w_+=c_{i+1}v_iw_-$, that is, when

$$\frac{c_{i+1}}{c_i}=\frac{v_{i+1}w_+}{v_iw_-}=\exp\frac{F_Ba+\Omega_B\Delta\sigma}{kT}. \tag{1}$$

The volumes have combined as $(\Omega_A-r)+(\Omega_B-\Omega_A+r)=\Omega_B$, so the vacancy relaxation has dropped out.

The host obeys the same balance with $\Omega_B\to\Omega_A$ and $F_B\to F_A$. Its site fraction is one to leading order in $c$, so the left side of (1) becomes one and the exponent must vanish:

$$\frac{d\sigma}{dx}=-\frac{F_A}{\Omega_A}. \tag{2}$$

The stress falls from tension at the cathode to compression at the anode. Putting (2) into (1), with $\Delta\sigma=a\,d\sigma/dx$, gives $c_{i+1}/c_i=e^{Fa/kT}$ with

$$F=F_B-\frac{\Omega_B}{\Omega_A}F_A. \tag{3}$$

This is the force that diffusion must balance in a line blocked for both species. It is uniform because $F_A$ and $F_B$ are. The subtraction has a direct meaning. The compressed anode end holds fewer vacancies, which favours jumps towards the cathode. The stress also acts on the exchange itself, and for a solute smaller than the host, such as copper, this part can point the other way. The two parts together always amount to the full volume $\Omega_B$, so the host's stress pushes solute back towards the cathode. If the host carries no stress gradient, (1) gives $F=F_B$ instead, but only when successive vacancy jumps are treated as independent. The host then flows, and because a vacancy often returns to the same solute atom, this flow drags the solute. For equal jump rates in a face-centred cubic crystal the drag adds about $0.28F_A$ to the force; binding between solute and vacancy changes its value and can reverse its sign. If binding only slows the jumps that dissociate the pair, 0.1 eV at 500 K turns the drag into about $-1.4F_A$. A valence measured in an unstressed line includes this drag, whereas $F_B$ in (3) does not, since neither species flows in the blocked steady state. The measured force therefore exceeds the force (3) only while the drag is above $-(\Omega_B/\Omega_A)F_A$.

To follow the solute in time, a flux is needed. Let $\varepsilon=Fa/kT$, and let $\Gamma$ be the geometric mean of $v_{i+1}w_+$ and $v_iw_-$. Their ratio is $e^\varepsilon$, so they equal $\Gamma e^{\varepsilon/2}$ and $\Gamma e^{-\varepsilon/2}$. For $\varepsilon\ll1$ the net jump rate is

$$\Gamma\left(c_ie^{\varepsilon/2}-c_{i+1}e^{-\varepsilon/2}\right)\simeq\Gamma\left[(c_i-c_{i+1})+\varepsilon\,\frac{c_i+c_{i+1}}{2}\right].$$

For a smooth profile the first bracket is $-a\,dc/dx$ and the mean of the two fractions is $c$ at the middle of the bond. Multiplying by $a$ and defining $D=\Gamma a^2$ gives

$$J=D\left(-\frac{\partial c}{\partial x}+\frac{F}{kT}c\right). \tag{4}$$

This $J$ is an atomic fraction times a velocity; division by $\Omega_A$ gives atoms per area and time. The first term is diffusion and the second is drift with mobility $D/kT$. The relation $D=\Gamma a^2$ treats successive jumps as independent; returns of a vacancy to the same solute atom make the actual $D$ smaller. Once the host is balanced, only the solute's own net driving force remains, so both terms shrink by the same factor and (4) keeps its form with the actual $D$.

Solute conservation reads $\partial c/\partial t=-\partial J/\partial x$. In a steady state $J$ is therefore the same at every $x$, and since no solute crosses the ends, it is zero. Equation (4) then requires, wherever $D\neq0$,

$$\frac{dc}{dx}=\frac{c}{\lambda},\qquad \lambda=\frac{kT}{F}. \tag{5}$$

The diffusivity has cancelled, even if it varies along the line. Multiplying (5) by $e^{-x/\lambda}$ turns it into $d(c\,e^{-x/\lambda})/dx=0$, so $c=c(0)e^{x/\lambda}$ is its general solution. Blocked ends also conserve the mean composition $\bar c$, which fixes the constant:

$$\bar c=\frac1L\int_0^Lc(0)e^{x/\lambda}\,dx=c(0)\,\frac{\lambda}{L}\left(e^{L/\lambda}-1\right).$$

With $u=L/\lambda=FL/kT$, the steady profile is

$$c(x)=\bar c\,\frac{u\,e^{x/\lambda}}{e^u-1}. \tag{6}$$

It has the form of a Boltzmann distribution in the potential energy $-Fx$, like the density of an isothermal atmosphere under gravity. The values at the ends are

$$c(0)=\frac{\bar c\,u}{e^u-1},\qquad c(L)=\frac{\bar c\,u}{1-e^{-u}},\qquad \frac{c(L)}{c(0)}=e^u .$$

Blocking is essential. If reservoirs held both ends at $\bar c$ and $D$ were constant, the uniform profile $c=\bar c$ would be steady, with the flux $DF\bar c/kT$ passing through.

For a weak force or a short line, $e^{x/\lambda}\simeq1+x/\lambda$ and $(e^u-1)/u\simeq1+u/2$. To first order in $u$,

$$c(x)\simeq\bar c\left[1+u\left(\frac xL-\frac12\right)\right],$$

a straight line pivoting about the middle. For $u\gg1$, $e^u-1\simeq e^u$ and

$$c(x)\simeq\bar c\,u\,e^{-(L-x)/\lambda}.$$

The solute then sits in a layer of thickness $\lambda$ at the anode, and the cathode retains $\bar c\,ue^{-u}$, which is small but not zero.

If $F_B/\Omega_B<F_A/\Omega_A$, equation (3) gives a negative $F$. Equation (6) still holds, with $\lambda$ and $u$ negative, and the solute gathers at the cathode although the bare wind force on it points to the anode.

Two positions help to read a profile. With $s=x/L$, integration by parts gives

$$\int_0^1s\,e^{us}\,ds=\frac{e^u}{u}-\frac{e^u-1}{u^2}.$$

Multiplying by $u/(e^u-1)$ gives the centroid of the solute,

$$\frac{x_c}{L}=\frac1{1-e^{-u}}-\frac1u ,$$

which tends to $1/2$ for small $u$ and to $1-1/u$ for large $u$. Setting $c=\bar c$ in (6) gives the position where the composition keeps its mean value, $x=\lambda\ln[(e^u-1)/u]$.

The rate of the final approach to (6) follows from (4) when $D$ and $F$ are constant:

$$\frac{\partial c}{\partial t}=D\left(\frac{\partial^2c}{\partial x^2}-\frac1\lambda\frac{\partial c}{\partial x}\right).$$

The first derivative is removed by writing $c=e^{x/2\lambda}\varphi$. With primes for $x$-derivatives, $c'=e^{x/2\lambda}(\varphi'+\varphi/2\lambda)$ and $c''=e^{x/2\lambda}(\varphi''+\varphi'/\lambda+\varphi/4\lambda^2)$. The terms in $\varphi'$ cancel, leaving

$$\frac{\partial\varphi}{\partial t}=D\left(\varphi''-\frac{\varphi}{4\lambda^2}\right).$$

Zero flux, $c'=c/\lambda$, becomes $\varphi'=\varphi/2\lambda$ at both ends. A mode decaying as $e^{-\gamma t}$ satisfies $\varphi''=-q^2\varphi$ with $\gamma=D(q^2+1/4\lambda^2)$. Take $\varphi=\cos qx+b\sin qx$. The condition at $x=0$ gives $b=1/(2\lambda q)$; with this value the condition at $x=L$ reduces to

$$-\left(q+\frac1{4\lambda^2q}\right)\sin qL=0 .$$

Thus $q=n\pi/L$ with $n=1,2,\dots$ An imaginary $q=ip$ changes the condition to $(p-1/4\lambda^2p)\sinh pL=0$, so $p=1/2|\lambda|$ and $\gamma=0$: this is the steady state itself. For $q=0$ the solution is linear in $x$ and cannot meet both conditions when $F\neq0$. The slowest decay therefore has the time constant

$$\tau=\frac{L^2}{D\left(\pi^2+u^2/4\right)}. \tag{7}$$

For small $u$ this is the ordinary diffusion time $L^2/\pi^2D$. For $u\gg2\pi$ it becomes $4\lambda^2/D$, independent of the length. That is the time constant of the last stage only. From a uniform start the solute must first drift along the line, which takes about $\lambda L/D$, so the total time still grows with length.

Equation (7) with the force (3) presumes that the host stress settles first. The host's number flux is $J_A=(D_A/\Omega_AkT)(F_A+\Omega_A\,\partial\sigma/\partial x)$, by the expansion that led to (4). In a confined line, adding $dn$ atoms per volume changes the stress by $-B\Omega_A\,dn$, where $B$ is an effective modulus. Since $\partial n/\partial t=-\partial J_A/\partial x$,

$$\frac{\partial\sigma}{\partial t}=B\Omega_A\frac{\partial J_A}{\partial x}=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad \kappa=\frac{D_AB\Omega_A}{kT}.$$

The deviation from the final linear stress has zero slope at the ends, so it is a sum of cosines, and its slowest part decays in $L^2/\pi^2\kappa$. Comparison with (7) shows that the stress leads the solute when $\pi^2\kappa\gg D(\pi^2+u^2/4)$, which for $u$ below about $2\pi$ means $\kappa\gg D$.

For numbers, take copper dissolved in an aluminium line 20 µm long, at 500 K and 1 MA/cm². The material inputs are rough: $\rho=5$ µΩ cm, $Z_B^*=-8$, $Z_A^*=-3$, $\Omega_A=16.6$ Å$^3$ and $\Omega_B/\Omega_A=0.7$. The mean dissolved copper content is 0.020 at%, below a rough solubility of 0.060 at%. The field is $5\times10^{-6}\ \Omega\,\mathrm{cm}\times10^6\ \mathrm{A/cm^2}=5$ V/cm. The bare forces are 0.0040 eV/µm on copper and 0.0015 eV/µm on aluminium, so

$$F=0.0040-0.7\times0.0015=0.00295\ \mathrm{eV/\mu m}.$$

With $kT=0.0431$ eV,

$$\lambda=\frac{0.0431}{0.00295}=14.6\ \mathrm{\mu m},\qquad u=\frac{20}{14.6}=1.37 .$$

In atomic units $\lambda$ is $2.76\times10^5$ bohr. The end ratio is $e^u=3.93$, and

$$c(0)=0.020\times\frac{1.37}{2.93}=0.0093\ \mathrm{at\%},\qquad c(L)=3.93\,c(0)=0.037\ \mathrm{at\%}.$$

The cathode end keeps a little under half of the mean content. The centroid lies at 12.2 µm, and the composition equals its mean at 11.1 µm. With the bare force alone, $u$ would be 1.86 and the end ratio 6.4. Against the bare force, the host stress thus lowers the ratio by about 40%; against an unstressed line with the equal-rate drag, whose ratio is 7.8, it lowers it by about half. The valences are taken here as bare ones. If $-8$ were instead measured in an unstressed line with that drag, $u$ would be 1.17 and the ratio 3.2. Because the net force is a difference, it inherits the uncertainty of both valences: changing $|Z_B^*|$ by one, with all else fixed, changes $u$ by $1/5.9$, or 17%.

The same host balance gives an end-to-end stress difference $F_AL/\Omega_A=0.030\ \mathrm{eV}/16.6\ \mathrm{\AA^3}=290$ MPa. If the mean stress is zero, the cathode end is at 145 MPa tension. Whether a void forms there depends on flaws and on thermal stress, which this model does not contain. At fixed temperature, resistivity and valences, both $u$ and the stress difference are proportional to $jL$.

The relaxation time depends on the diffusion path. Copper moves far faster along grain boundaries than through the lattice, and an effective diffusivity of $10^{-12}$ cm²/s at 500 K stands for a line with many boundaries. Using it here assumes that copper in the grains stays in equilibrium with copper in the boundaries, and that the valences describe the boundary path. Equation (7) then gives

$$\tau=\frac{4\times10^{-6}}{10^{-12}\,(9.87+0.47)}\ \mathrm{s}=3.9\times10^5\ \mathrm{s},$$

or about 110 h. Starting from a uniform line, about two thirds of the change at the anode end is complete by then. The assumed equilibrium of the grains is marginal: with a rough lattice diffusivity of $5\times10^{-15}$ cm²/s and grains treated as slabs, the time constant grows to about 120 h for grains 0.5 µm wide, 160 h for 1 µm and 320 h for 2 µm. With $D_A=10^{-13}$ cm²/s and $B=50$ GPa, the stress settles in 9.4 h, although aluminium diffuses ten times more slowly than copper: the factor $B\Omega_A/kT$ is about 120. The diffusivities and modulus are rough too, but the steady profile does not depend on them.

The neglected effects can be sized for these inputs. Site exclusion lowers the anode composition by about 0.01% of its value; adding an assumed repulsion of 0.05 eV per copper pair, with twelve neighbours, makes this 0.2% in a mean-field estimate, which is too large: in a dilute solution a pair energy $E_p$ enters as $1-e^{-E_p/kT}$ rather than $E_p/kT$, and this brings the shift down to about 0.13%. For a metal 0.5 µm thick on 1 µm of oxide with conductivity 1.2 W/(m K), heat flowing straight down warms the line by 2.1 K. If that difference appeared along the line, a heat of transport of 0.3 eV would change $\ln c$ by 0.03, a 3% change in composition. The copper gradient varies the resistivity by 0.4%. Stress also changes the vacancy density. If $r$ is neglected and $D$ is taken proportional to that density, $D$ varies by a factor of two from end to end. With $D$ held at its nominal value in mid-line, this slows the final relaxation by about 1% and leaves the steady profile unchanged. The shifts in the steady composition are all smaller than its uncertainty from the valences.

The chosen temperature and current density are in the range of accelerated tests, but the copper content is low. An Al(Cu) alloy with 0.2 at% copper holds ten times as much as the example. That is above the rough solubility at 500 K, so in equilibrium it contains precipitates. Such a line breaks the assumption of no precipitates, and the effect is large: equation (6) would give 0.37 at% at the anode, whereas dissolved copper in equilibrium with precipitates stays near 0.06 at%. The single exponential applies to the whole line only if the largest composition, which is $c(L)$ for positive $F$, is below the solubility. In the example, with everything but the current held fixed, that limit is reached at 2.1 MA/cm². The stress difference would then be about 600 MPa, and the assumption of a void-free line would itself be doubtful. The limit is sensitive to the rough solubility: 0.050 at% gives 1.6 MA/cm², and 0.042 at%, which follows from about 2.5 at% at the eutectic temperature of 821 K with a heat of solution of 0.45 eV, gives 1.3 MA/cm².

Cooling to a temperature of use, 373 K, changes the picture further. With the net force held fixed and an activation energy of 0.80 eV for diffusion, equation (7) gives a relaxation time of 6.6 years. With a heat of solution of 0.45 eV, the solubility falls to 0.0017 at%, below even the example's mean content. In equilibrium, most of the copper would then be in precipitates. Lattice diffusion, with its higher activation energy, also slows far more on cooling than boundary diffusion, so copper in the grains no longer keeps up with copper in the boundaries: with a lattice activation energy near 1.4 eV, grains 0.5 to 1 µm wide need a century or more to equilibrate. The 6.6 years is therefore a formal extrapolation of (7), not a prediction of how such a line relaxes or how long it lasts. The numerical output below lists the inputs and results.

## Values computed for the example and the checks

```
INPUTS (material values are rough)
temperature                      500 K
line length                      20 um
current density                  1.0 MA/cm2
resistivity                      5.0 uohm cm
effective valence, Cu and Al     -8, -3
Al atomic volume                 16.6 A^3
volume ratio Cu/Al               0.7
mean dissolved Cu                0.020 at%
solubility at 500 K              0.060 at%
effective D, Cu                  1.0e-12 cm2/s
effective D, Al                  1.0e-13 cm2/s
effective modulus                50 GPa
RESULTS
thermal energy kT                0.04309 eV
electric field                   5.00 V/cm
bare force on Cu                 0.00400 eV/um
bare force on Al                 0.00150 eV/um
net force on Cu                  0.00295 eV/um
decay length lambda              14.61 um
decay length, atomic units       2.7601e+05 bohr
u = L/lambda                     1.3693
u with bare force only           1.8567
Cu at cathode end                0.0093 at%
Cu at anode end                  0.0367 at%
anode/cathode ratio              3.933
same ratio, bare force only      6.403
centroid of Cu                   12.21 um
position where c = mean          11.12 um
host stress, end to end          290 MPa
Cu relaxation time               107.5 h
anode change done by then        66.9 %
host stress relaxation time      9.4 h
NEGLECTED EFFECTS
site exclusion, anode Cu         -0.0137 %
pair repulsion assumed           0.05 eV
exclusion + repulsion, anode Cu  -0.203 %
metal, oxide thickness           0.5, 1.0 um
oxide thermal conductivity       1.2 W/(m K)
Joule temperature rise           2.08 K
heat of transport assumed        0.3 eV
thermomigration change in ln c   0.0290
Cu resistivity per at%           0.8 uohm cm
resistivity change along line    0.44 %
rate ratio, stress-dependent D   0.987
current at solubility limit      2.06 MA/cm2
temperature of use               373 K
activation energy of D           0.80 eV
heat of solution                 0.45 eV
relaxation time in use           6.6 years
solubility in use                0.0017 at%
```
